# Equal Imprint from a Short Hot Bake and a Longer Cooler One

## Problem

A ferroelectric capacitor that is stored in one polarization state develops imprint: its hysteresis loop shifts along the field axis. Suppose that the shift is built up by many independent centres. Each relaxes once, by a thermally activated step with rate

$$r(E,T)=\nu_0\,e^{-E/kT},\qquad \nu_0=10\ \text{THz}.$$

The density of barriers $g(E)$, weighted by the shift that each centre contributes, does not depend on temperature. It is broad: it varies little over a few $kT$ near the barriers that are now relaxing, and it extends well beyond them on both sides. Each bake starts from a freshly set state in which no centre has relaxed. Back steps are neglected, and a relaxed centre contributes the same shift at both temperatures.

(a) Find the condition for two bakes, $(t_1,T_1)$ and $(t_2,T_2)$, to give the same shift.

(b) Show that one hour at 125 °C matches about three days at 85 °C.

(c) Find the apparent activation energy, and decide how far the answer can be trusted for a hafnium zirconium oxide film of 10 nm.

## Hints

1. Write the probability that a centre with barrier $E$ has relaxed after time $t$. At which barrier is $rt=1$?
2. Treat that probability first as a sharp step in $E$. Equal shifts then require equal positions of the step.
3. For the smooth step, integrate by parts so that the integral of $g$ appears. The substitution $u=e^{-x}$ leads to $\int_0^\infty e^{-u}\ln u\,du=-\gamma$, where $\gamma=0.5772$ is Euler's constant.

## Solution

### The relaxation front

The unrelaxed fraction at barrier $E$ decays at the rate $r$, so the relaxed probability is $p=1-e^{-rt}$ and the shift is

$$S(t,T)=\int g(E)\,\bigl[1-\exp(-\nu_0t\,e^{-E/kT})\bigr]\,dE .$$

Define $E^*$ by $\nu_0t\,e^{-E^*/kT}=1$, and measure barriers from it in units of $kT$:

$$E^*=kT\ln(\nu_0t),\qquad x=\frac{E-E^*}{kT},\qquad p=1-\exp(-e^{-x}).$$

Centres with barriers well below $E^*$ have relaxed and those well above have not. The probability falls from 90 % at $x=-0.83$ to 10 % at $x=2.25$, so the front is about $3kT$ wide.

If this width is ignored, $S=G(E^*)$, where $G(E)=\int_{-\infty}^{E}g(E')\,dE'$. Since $G$ rises wherever $g>0$, equal shifts mean equal $E^*$:

$$T_1\ln(\nu_0t_1)=T_2\ln(\nu_0t_2).$$

Subtracting $T_2\ln(\nu_0t_1)$ from both sides and dividing by $T_2$ gives

$$\ln\frac{t_2}{t_1}=\left(\frac{T_1}{T_2}-1\right)\ln(\nu_0t_1).$$

### The width of the front

Integrate $S=\int g\,p\,dE$ by parts. The boundary terms vanish, because $G=0$ below all barriers and $p\to0$ far above the front. Hence

$$S=\int_{-\infty}^{\infty}G(E^*+kTx)\,w(x)\,dx,\qquad w=-\frac{dp}{dx}=e^{-x}\exp(-e^{-x}).$$

The weight $w$ is positive. With $u=e^{-x}$, $w\,dx$ becomes $e^{-u}du$ over $0<u<\infty$, so its integral is one. Its mean is

$$\langle x\rangle=-\int_0^\infty e^{-u}\ln u\,du=\gamma .$$

Take a flat density $g_0$ between $E_{\min}$ and $E_{\max}$. Inside this range $G=g_0(E-E_{\min})$ is linear, so its average is its value at the mean argument:

$$S=g_0(E_c-E_{\min}),\qquad E_c=kT\,[\ln(\nu_0t)+\gamma].$$

The edges add errors. The upper edge contributes about $g_0kT\,e^{-(E_{\max}-E^*)/kT}$, and the lower edge far less when $E^*$ lies many $kT$ above it. Both are negligible for a front deep inside the range.

Equal shifts now require equal $E_c$. The same algebra as before, with $\gamma$ added to both logarithms, gives the answer to (a):

$$\boxed{\ln\frac{t_2}{t_1}=\left(\frac{T_1}{T_2}-1\right)\bigl[\ln(\nu_0t_1)+\gamma\bigr]}$$

Neither $g_0$ nor $E_{\min}$ appears. The shifts are equal, but the two states differ in detail, because the front is narrower at the lower temperature.

### The numbers

The absolute temperatures are $T_1=398.15$ K and $T_2=358.15$ K, so $T_1/T_2-1=0.11169$. For one hour, $\ln(10^{13}\times3600)=38.122$.

- Sharp front: $\ln(t_2/t_1)=0.11169\times38.122=4.258$, so $t_2=71$ h = 2.9 days.
- Smooth front: $\ln(t_2/t_1)=0.11169\times38.699=4.322$, so $t_2=75$ h = 3.1 days.

Both support "about three days", which answers (b).

### The apparent activation energy

Write the bracket in the result as $E_c/kT_1$ and use $(T_1-T_2)/(T_1T_2)=1/T_2-1/T_1$:

$$\ln\frac{t_2}{t_1}=\frac{T_1-T_2}{T_2}\,\frac{E_c}{kT_1}=\frac{E_c}{k}\left(\frac1{T_2}-\frac1{T_1}\right).$$

This has the Arrhenius form, with activation energy $E_c$. Since $kT_1=0.03431$ eV,

$$E_c=0.03431\times38.699=1.328\ \text{eV}.$$

This energy is not a property of one kind of defect. It marks how far the front has advanced, and a longer bake would give a larger value.

### How broad is broad?

For a smooth density, expand $G$ about $E_c$. The linear term averages to zero. The variance of $x$ under $w$ is $\pi^2/6$, because $\int_0^\infty e^{-u}(\ln u)^2du=\gamma^2+\pi^2/6$. To leading order in the slope,

$$S\simeq G(E_c)+\frac{\pi^2}{12}(kT)^2g'(E_c).$$

Setting the two shifts equal, with $E_{c1}$ and $E_{c2}$ the values for the hot and the cool bake, moves the cool front by

$$E_{c2}-E_{c1}\simeq\frac{\pi^2}{12}k^2(T_1^2-T_2^2)\frac{g'}{g}.$$

Dividing by $kT_2$ gives the change of $\ln t_2$. For a Gaussian density centred at 1.2 eV with standard deviation 0.3 eV, $g'/g=-(1.328-1.2)/0.3^2=-1.42$ per eV, and $\ln t_2$ changes by $-0.0085$. Integrating $S$ numerically and solving for the matching time gives $-0.0094$; the difference comes from terms beyond this leading correction. The time stays at 3.1 days. With a standard deviation of 0.1 eV, the same numerical method gives 3.0 days.

### A film of 10 nm

Take rough, chosen values for hafnium zirconium oxide: a flat density from 0.8 to 1.8 eV and a shift of 0.6 MV/cm if every centre relaxes. The hot bake then gives

$$S=0.6\times\frac{1.328-0.8}{1.8-0.8}=0.317\ \text{MV/cm},$$

or 0.32 V across the film. The front lies about 0.5 eV from either edge, many times $kT$.

For the values chosen here, three neglected effects shorten the matching time. First, let a relaxed centre step back at the rate $r\,e^{-\Delta/kT}$, where $\Delta$ is the energy released by the forward step. The two-way rate equation gives

$$p=\frac{1-\exp[-r(1+e^{-\Delta/kT})t]}{1+e^{-\Delta/kT}} .$$

A defect of charge $2e$ that moves 0.3 nm along a local field of 1 MV/cm releases $\Delta=0.06$ eV. The final relaxed fraction is then 0.852 at 125 °C but 0.875 at 85 °C. Second, let the shift per centre follow the polarization during the bake, which is smaller when hot by a fraction $\ell$. Third, let a share $s$ of the hot-bake shift come from electron tunnelling. Its rate falls exponentially with distance, so its reach grows as $\ln(\nu_0t)$ at any temperature; the same $\nu_0$ is assumed, and the shift from tunnelling is taken as proportional to this reach. With $S_1=S(t_1,T_1)$, the matching condition becomes

$$(1-\ell)S_1=(1-s)\,S(t_2,T_2)+s\,S_1\frac{\ln(\nu_0t_2)}{\ln(\nu_0t_1)} .$$

Solved numerically, with the flat density held fixed, it gives these times at 85 °C:

- Back steps alone: 2.1 days at 1 MV/cm, and 3.0 days at 3 MV/cm, where $\Delta=0.18$ eV.
- Polarization loss alone: 2.6 days. A rough pyroelectric coefficient of 50 µC/(m² K) over 40 K removes 0.2 µC/cm² from 20 µC/cm², so $\ell=0.01$.
- Tunnelling alone, with $s=0.1$: 2.6 days. This figure is rough. For effective masses of 0.1 to 0.4 and barriers of 1 to 2 eV, the one-hour reach $\ln(\nu_0t)/2\kappa$, with $\kappa$ the decay constant of the wavefunction, is 4 to 12 nm. That is comparable to the film, so the shift need not be proportional to the reach. A shift quadratic in the reach gives 2.1 days, a saturated one leaves 3.1 days, and a tunnelling prefactor of $10^6$ s$^{-1}$ gives 2.2 days.
- All three together, with back steps at 1 MV/cm: 1.5 days.

Other uncertainties act through the boxed formula. A tenfold error in $\nu_0$ changes $t_2$ by a factor $10^{0.11169}=1.29$, giving 2.4 days for 1 THz and 4.1 days for 100 THz. A barrier that falls as $E-aT$ has the rate $\nu_0e^{a/k}e^{-E/kT}$, which amounts to a larger attempt frequency; $a=0.1$ meV/K gives 3.6 days. An oven 2 K too hot at the upper setting gives 3.9 days.

In a real film, charge trapping and defect motion can both contribute to imprint, and the internal field that drives them can change as they proceed. The assumption of independent centres with fixed barriers is then broken. That feedback is not sized here. With the values chosen here, back steps, polarization loss and tunnelling together shorten the time by a factor of about two, and by about 2.5, to 1.3 days, if $\nu_0$ is also 1 THz. These three effects would move it further if the flat density reached to lower barriers, because a given fractional change of the shift then moves the front by more; the uncertainties that act through the boxed formula do not depend on $E_{\min}$. So three days is a result of the model and not a measured equivalence for hafnia capacitors.

## Variation 1: a ten-hour hot bake

*What time at 85 °C matches ten hours at 125 °C?*

Equal $E_c$ means $\nu_0e^\gamma t_2=(\nu_0e^\gamma t_1)^{T_1/T_2}$. At fixed temperatures, therefore, $t_2\propto t_1^{T_1/T_2}$. Ten times the hot time requires

$$10^{1.11169}=12.9$$

times the cool time, or $12.9\times3.14\approx41$ days. The acceleration factor $t_2/t_1$ has risen from 75 to 97. While the front remains inside the broad density, a factor found from a short bake is therefore too small for a longer one.

## Variation 2: a single barrier

*Replace the broad density by one barrier of 1.5 eV. What time at 85 °C now matches the one-hour bake?*

All centres now share the same $p=1-e^{-rt}$, so equal shifts require $r_1t_1=r_2t_2$:

$$\frac{t_2}{t_1}=\exp\left[\frac{E}{k}\left(\frac1{T_2}-\frac1{T_1}\right)\right].$$

With $k=8.617\times10^{-5}$ eV/K, the exponent is 4.88 and $t_2=132$ h = 5.5 days. The barrier itself now sets the factor, whatever the bake time. The single-barrier result would agree with the broad-density result if the barrier happened to equal 1.328 eV. The three-day equivalence therefore rests on the breadth of the density as well as on the attempt frequency.

All numerical values are calculated from the stated model.
